\section*{Hall and Drift Activation of Holstein Polarons on a Triangular Lattice}

\section{Two mobilities of one carrier}

At 500 K the polaron in the example below has a drift mobility of $3.8\times10^{-4}$ cm$^2$/Vs and a Hall mobility of $1.40\times10^{-2}$ cm$^2$/Vs, 37 times larger. Their local Arrhenius slopes are 0.135 eV and 0.045 eV. Drift needs two neighbouring levels to coincide, whereas the magnetic field acts through an interference that needs three. The second event is rarer, but the Hall mobility measures its rate \emph{relative} to the first, so its activation energy is a difference of two barriers.

\section{Model and conventions}

The algebra uses $\hbar=e=1$ and $\beta=1/k_BT$. One carrier of charge $q=\pm1$ moves on a triangular lattice of spacing $a$. Site $i$ has a displacement $x_i$, elastic energy $Kx_i^2/2$ and carrier level $\varepsilon_i=-Ax_i$. With the carrier on site 1, minimizing $-Ax_1+Kx_1^2/2$ gives $x_1=A/K$ and energy $-E_b$, where
\begin{equation}
E_b=\frac{A^2}{2K}.
\end{equation}
The transfer element between neighbours is $h=-J$, with $J>0$. The results hold to leading order in $J$, for a classical lattice, equivalent sites, dilute carriers and weak fields. Sections \ref{quantum} and \ref{limits} examine departures from these conditions.

\section{Coincidence energies}\label{barriers}

Let the carrier be on site 1 and require $n$ sites, including site 1, to have equal levels. Their displacements then share one value $x$, and the other displacements vanish at the minimum:
\begin{equation}
V_n(x)=-Ax+\frac{nK}{2}x^2,\qquad x=\frac{A}{nK},\qquad V_n^{\min}=-\frac{A^2}{2nK}=-\frac{E_b}{n}.
\end{equation}
Measured from the relaxed energy $-E_b$, the cost is $E_n=E_b(1-1/n)$, so
\begin{equation}
E_2=\frac{E_b}{2},\qquad E_3=\frac{2E_b}{3}=\frac43E_2,\qquad E_3-E_2=\frac{E_2}{3}.
\end{equation}

The ratio survives elastic coupling between sites. Replace $K$ by a positive stiffness matrix $\mathbf K$ with the symmetry of the lattice, and define $\mathbf G=A^2\mathbf K^{-1}$, with diagonal element $G_0$ and nearest-neighbour element $G_1$. The constraint forces redistribute the carrier's force without changing its sum, so $\mathbf K\mathbf x=A\mathbf n$ with $\sum_in_i=1$. Because the coinciding levels are equal, $Ax_1=\sum_in_iAx_i=\mathbf n^T\mathbf G\mathbf n$. The energy is therefore
\begin{equation}
-Ax_1+\tfrac12\mathbf x^T\mathbf K\mathbf x=-\tfrac12\mathbf n^T\mathbf G\mathbf n .
\end{equation}
Symmetry makes the weights equal on a pair and on an equilateral triangle. The relaxed energy is $-G_0/2$, and hence
\begin{align}
E_2&=\frac{G_0}{2}-\frac12\,\frac{2G_0+2G_1}{4}=\frac{G_0-G_1}{4},\\
E_3&=\frac{G_0}{2}-\frac12\,\frac{3G_0+6G_1}{9}=\frac{G_0-G_1}{3}.
\end{align}
The ratio is again $4/3$. A nearest-neighbour element of $\mathbf K$ equal to $+0.1$ times the on-site stiffness raises $E_2$ from 0.200 to 0.229 eV in the example, and one of $-0.1$ lowers it to 0.188 eV. Both leave the triangle's ratio at 1.3333. For three sites in a line, with the carrier at one end, the ratio becomes 1.297 for the positive coupling and 1.395 for the negative one, because the pairs are no longer equivalent. The rest of the derivation uses uncoupled sites.

\section{Thermal statistics of the level gaps}

With the carrier on site 1, the classical displacements are independent Gaussians of variance $1/(\beta K)$. The mean of $x_1$ is $A/K$ and the others have mean zero. Each level thus has variance $A^2/(\beta K)=2E_b/\beta$, and $\langle\varepsilon_1\rangle=-2E_b$. Let an electric field add site energies $\Delta_i$ relative to site 1. The gaps $d_i=\varepsilon_i-\varepsilon_1+\Delta_i$, for $i=2,3$, have means $m_i=2E_b+\Delta_i$ and covariance
\begin{equation}
\mathbf C=\frac{2E_b}{\beta}\begin{pmatrix}2&1\\1&2\end{pmatrix},\qquad
\mathbf C^{-1}=\frac{\beta}{6E_b}\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.
\end{equation}
The off-diagonal term comes from the shared level $\varepsilon_1$. Since $\sqrt{\det\mathbf C}=2\sqrt3E_b/\beta$, the densities at coincidence are
\begin{align}
p_2&=\sqrt{\frac{\beta}{8\pi E_b}}\;
\exp\!\left[-\frac{\beta(2E_b+\Delta_2)^2}{8E_b}\right],\label{p2}\\
p_3&=\frac{\beta}{4\sqrt3\,\pi E_b}\,
\exp\!\left[-\frac{\beta(m_2^2-m_2m_3+m_3^2)}{6E_b}\right].\label{p3}
\end{align}
At $\Delta_i=0$ the exponents are $-\beta E_b/2=-\beta E_2$ and $-2\beta E_b/3=-\beta E_3$. To first order in the offsets, the densities acquire the factors $1-\beta\Delta_2/2$ and $1-\beta(\Delta_2+\Delta_3)/3$.

\section{Direct and interfering transfers}

Let $H_{ij}$ denote transfer from $j$ to $i$. During a coincidence the gaps are treated as frozen. Starting on site 1, the first- and second-order amplitudes on site 2 are
\begin{align}
c^{(1)}&=-iH_{21}\int_0^tdr\,e^{id_2r},\\
c^{(2)}&=-H_{23}H_{31}\int_0^tds\int_0^sdu\,e^{i(d_2-d_3)s}e^{id_3u}.
\end{align}
The average of $|c^{(1)}|^2$ depends on the difference of its two times. Once $t$ exceeds the decay time of $\langle e^{id_2\tau}\rangle$, it grows linearly, with rate
\begin{equation}
w=J^2\int_{-\infty}^{\infty}d\tau\,\langle e^{id_2\tau}\rangle
=2\pi J^2p_2=J^2\sqrt{\frac{\pi\beta}{2E_b}}\;e^{-\beta E_2}.\label{w}
\end{equation}

The interference term is $2\,\mathrm{Re}[c^{(1)*}c^{(2)}]$. With $Z=H_{12}H_{23}H_{31}$, $\tau=s-r$ and $\tau'=s-u$, its growth rate is
\begin{equation}
W^{(3)}=2\,\mathrm{Im}(ZI),\qquad
I=\int_{-\infty}^{\infty}d\tau\int_0^\infty d\tau'\,g(\tau,\tau'),
\end{equation}
where $g=\langle e^{id_2\tau-id_3\tau'}\rangle$. The imaginary part appears because $c^{(1)*}c^{(2)}$ contains the factor $(i)(-1)Z=-iZ$. Now $g(-\tau,-\tau')=g^*(\tau,\tau')$, so the real part of the half-plane integral is half the full-plane integral:
\begin{equation}
\mathrm{Re}\,I=\tfrac12(2\pi)^2p_3 .
\end{equation}

A magnetic field $B\hat z$ gives $H_{ij}=h\exp(iq\int_j^i\mathbf A\cdot d\mathbf l)$. The product $Z$ follows the loop $1\to3\to2\to1$. If site 3 lies to the left of the step $1\to2$, this loop is clockwise, and
\begin{equation}
Z=-J^3e^{-i\phi},\qquad \phi=qB\frac{\sqrt3a^2}{4}.
\end{equation}
Hence $\mathrm{Im}\,Z=J^3\sin\phi$. The term with $\mathrm{Re}\,Z$ is even in $B$ and gives no linear Hall response. The field-odd rate is $+\gamma\sin\phi$ for a third site on the left and $-\gamma\sin\phi$ for one on the right, with
\begin{equation}
\gamma=4\pi^2J^3p_3=\frac{\pi\beta J^3}{\sqrt3E_b}\,e^{-\beta E_3}.\label{gamma}
\end{equation}
The double integral selects $d_2=d_3=0$, which is why the three-site barrier enters.

\section{Sum over neighbours}

Let $\mathbf r_j$, $j=0,\ldots,5$, be the neighbour vectors in counterclockwise order. They satisfy $\sum_jr_{j\alpha}r_{j\beta'}=3a^2\delta_{\alpha\beta'}$. An electric field $\mathbf F$ gives $\Delta_j=-q\mathbf F\cdot\mathbf r_j$. The direct hops yield
\begin{equation}
\mathbf v_D=\sum_j\mathbf r_jw\left(1+\frac{\beta q\mathbf F\cdot\mathbf r_j}{2}\right)
=\frac{3\beta qa^2w}{2}\mathbf F\equiv\mu_D\mathbf F.\label{muD}
\end{equation}
This satisfies the Einstein relation: in two dimensions $D=\frac14\cdot6a^2w$, and $\mu_D=\beta qD$.

Each bond belongs to two triangles. For the hop along $\mathbf r_j$, the third site is $\mathbf r_{j+1}$ on the left or $\mathbf r_{j-1}$ on the right. Without $\mathbf F$ their odd rates cancel. With $\mathbf F$ the remainder is
\begin{align}
\delta W_j&=\gamma\sin\phi\,\frac{\beta q}{3}\mathbf F\cdot
\left[(\mathbf r_j+\mathbf r_{j+1})-(\mathbf r_j+\mathbf r_{j-1})\right]\nonumber\\
&=\gamma\sin\phi\,\frac{\beta q}{\sqrt3}\,\mathbf F\cdot(\hat z\times\mathbf r_j),
\end{align}
because $\mathbf r_{j+1}-\mathbf r_{j-1}=2\sin60^\circ\,\hat z\times\mathbf r_j$. Using $\mathbf F\cdot(\hat z\times\mathbf r_j)=\mathbf r_j\cdot(\mathbf F\times\hat z)$ and summing,
\begin{equation}
\mathbf v_H=\sum_j\mathbf r_j\,\delta W_j
=\sqrt3\,\beta qa^2\gamma\sin\phi\;\mathbf F\times\hat z.\label{vH}
\end{equation}

Define the Hall mobility by $\mathbf v_H=\mu_D\mu_HB\,\mathbf F\times\hat z$. For small flux, $\sin\phi\simeq\phi$, and division by (\ref{muD}) gives
\begin{align}
\mu_H&=\frac{\sqrt3\,\beta qa^2\gamma\,(q\sqrt3a^2/4)}{3\beta qa^2w/2}
=\frac{qa^2}{2}\frac{\gamma}{w}\nonumber\\
&=\frac{qa^2J}{2}\sqrt{\frac{2\pi\beta}{3E_b}}\;e^{-\beta(E_3-E_2)}
=\frac{qa^2J}{2}\sqrt{\frac{\pi\beta}{3E_2}}\;e^{-\beta E_2/3}.\label{muH}
\end{align}
For $h=-J$ the deflection has the direction of the Lorentz force on the charge $q$. Changing the sign of $h$ reverses it, since $\gamma$ is proportional to $-h^3$ and $w$ to $h^2$.

Equations (\ref{muD}) and (\ref{vH}) were compared with unitary three-site dynamics, averaged over frozen Gaussian gaps. In units $E_b=k_BT=a=1$, the inputs were $J=0.002$, $F=0.05$ and $\phi=0.7$, and rates were taken from the population growth between times 6 and 10. The ratio of dynamics to formula was 1.0005 for drift and 0.9991 for the Hall velocity.

\section{Slopes and the mobility ratio}

The prefactors vary as $\mu_D\propto\beta^{3/2}e^{-\beta E_2}$ and $\mu_H\propto\beta^{1/2}e^{-\beta E_2/3}$. The local Arrhenius slopes are therefore
\begin{equation}
-\frac{d\ln\mu_D}{d\beta}=E_2-\frac{3}{2\beta},\qquad
-\frac{d\ln\mu_H}{d\beta}=\frac{E_2}{3}-\frac{1}{2\beta}.\label{slopes}
\end{equation}
The second is one third of the first, so within the classical formulas the prefactors do not spoil the ratio. To extract the barrier from a measured Hall slope $s_H$ under these conditions, use $E_2=3s_H+\frac32k_BT$. Omitting the last term would underestimate $E_2$ by 0.065 eV at 500 K.

From (\ref{w}) and (\ref{gamma}), $\gamma/w^2=(2/\sqrt3J)e^{\beta(2E_2-E_3)}$, and so
\begin{equation}
\frac{\mu_H}{\mu_D}=\frac{\gamma}{3\beta w^2}
=\frac{2}{3\sqrt3}\,\frac{k_BT}{J}\,e^{2E_2/(3k_BT)}.\label{ratio}
\end{equation}
As a function of temperature this is smallest at $k_BT=2E_2/3$, where it equals $4eE_2/(9\sqrt3J)\simeq0.70E_2/J$, with $e$ here the base of natural logarithms. For $J\ll E_2$ the Hall mobility thus exceeds the drift mobility throughout the range of the classical formulas.

\section{Worked example}

The parameters are $a=2.8$ \AA, $E_b=0.40$ eV, $J=0.010$ eV and a phonon energy of 0.050 eV. The main energies are
\begin{align}
E_2&=0.2000\ \text{eV}=0.00735\ \text{hartree},\\
E_3&=0.2667\ \text{eV}=0.00980\ \text{hartree},\\
E_3-E_2&=0.0667\ \text{eV}=0.00245\ \text{hartree}.
\end{align}
At 500 K, $k_BT=0.04309$ eV, $w=1.398\times10^{10}$ s$^{-1}$ and $\gamma=3.28\times10^8$ s$^{-1}$. With $a^2=7.84\times10^{-16}$ cm$^2$, and with $\hbar$ restored in the Hall expression,
\begin{align}
\mu_D&=\frac{1.5(7.84\times10^{-16})(1.398\times10^{10})}{0.04309}
=3.82\times10^{-4}\ \frac{\text{cm}^2}{\text{Vs}},\\
\mu_H&=\frac12\,\frac{7.84\times10^{-16}}{6.582\times10^{-16}}\,
\frac{3.28\times10^8}{1.398\times10^{10}}
=1.40\times10^{-2}\ \frac{\text{cm}^2}{\text{Vs}}.
\end{align}
Between 400 and 600 K the drift mobility rises from $1.67\times10^{-4}$ to $6.29\times10^{-4}$ cm$^2$/Vs, and the Hall mobility from $1.06\times10^{-2}$ to $1.65\times10^{-2}$ cm$^2$/Vs. Their ratio falls from 63 to 26, as the exponential in (\ref{ratio}) requires.

At 1 T the Hall angle at 500 K is $\mu_HB\simeq1.4\times10^{-6}$ rad, so the signal is small even though the Hall mobility is the larger one. The flux phase is $5.2\times10^{-5}$ rad, which justifies the linearization in $B$. In a field of 0.01 MV/cm the energy per step is $6.5\times10^{-3}k_BT$, which justifies the one in $F$.

\section{Quantum phonons}\label{quantum}

For phonons of energy $\omega$, write the occupied-site Hamiltonian as $\omega b^\dagger b+\lambda(b+b^\dagger)$ with $\lambda^2/\omega=E_b$. If a site is occupied for imaginary time $z$ out of $\beta$, the logarithm of its normalized oscillator trace is
\begin{equation}
\Lambda(z)=\lambda^2\int_0^zds\,(z-s)\,\frac{\cosh(\eta-\omega s)}{\sinh\eta},\qquad \eta=\frac{\beta\omega}{2}.
\end{equation}
The fraction is the thermal correlation function of $b+b^\dagger$, and the second cumulant suffices because the oscillator is Gaussian. Integrating twice, with $\Lambda(0)=\Lambda'(0)=0$, gives
\begin{equation}
\Lambda(z)=E_bz-\frac{E_b}{\omega}\,\frac{\cosh\eta-\cosh(\eta-\omega z)}{\sinh\eta}.
\end{equation}
In the rate integrals, real time $\tau$ on a site enters as $z=i\tau$. Shifting the contours to equal occupation times gives
\begin{align}
w&=J^2\int d\tau\,e^{\Lambda(z)+\Lambda(\beta-z)-\beta E_b},\quad z=\tfrac{\beta}{2}+i\tau,\\
\gamma&=J^3\iint d\tau\,d\tau'\,e^{\Lambda(z_2)+\Lambda(z_3)+\Lambda(\beta-z_2-z_3)-\beta E_b},
\end{align}
with $z_2=\beta/3+i\tau$ and $z_3=\beta/3+i\tau'$. The integrals cover one phonon period. Later recurrences are dropped on the assumption that a slight phonon dispersion removes them. For a soft phonon of 0.01 eV at 600 K, with the other parameters of the example, both rates agree with (\ref{w}) and (\ref{gamma}) within 2\%.

At the saddles the exponents are
\begin{align}
-\frac{2E_b}{\omega}\tanh\frac{\eta}{2}&=-\beta E_2\left(1-\frac{\eta^2}{12}+\cdots\right),\\
-\frac{3E_b}{\omega}\,\frac{\cosh\eta-\cosh(\eta/3)}{\sinh\eta}
&=-\beta E_3\left(1-\frac{2\eta^2}{27}+\cdots\right).
\end{align}
Their difference, the Hall exponent, is $-(\beta E_2/3)(1-5\eta^2/108+\cdots)$. Differentiation with respect to $\beta$ multiplies each $\eta^2$ correction by three. The drift slope thus falls by $E_2\eta^2/4$ and the Hall slope by $(E_2/3)(5\eta^2/36)$.

At 500 K, $\eta=0.58$, and these reductions are 0.017 and 0.003 eV. The full integrals give reductions of 0.019 eV, from 0.135 to 0.117 eV, and 0.004 eV, from 0.045 to 0.041 eV. The remainder comes from the prefactors; higher orders in $\eta$ in the exponents act slightly the other way. The slope ratio becomes 0.351 instead of 0.333. At 400 K quantum phonons raise the drift mobility by 34\% and the Hall mobility by 7\% relative to the classical values; at 600 K the figures are 10\% and 3\%.

\section{Limits of the one-third rule}\label{limits}

\paragraph{Slow lattice or large transfer.} The hopping prefactor divided by the phonon frequency $\omega/2\pi$ is 0.12 at 500 K, so one coincidence seldom produces a transfer and perturbation theory is a reasonable first estimate. It is not accurate to the digits shown, which are those of the leading-order formulas. A Landau--Zener average over thermal crossing speeds gives a mean transfer probability of about 0.06 per crossing and lowers the drift rate by 8 to 18\%, depending on how repeated crossings are counted. This is only a rough guide and does not bracket the correction, because the average assumes a constant crossing speed and omits transfers on approaches that stop just short of coincidence. Two-level dynamics along harmonic gap trajectories over one phonon period, without back-reaction on the lattice, give a smaller loss of about 4\%. The Hall mobility also has corrections of higher order in $J$, which are not derived here. If $J$ were large enough for the carrier to follow its lowest level, the coincidence energies would drop. Two equal levels coupled by $-J$ have lowest shift $-J$; three have $-2J$. The difference $E_3-E_2$ then falls by about $J$. This holds for $h=-J$. For $h=+J$ three equal levels also shift by only $-J$, and the difference is essentially unchanged. On the lowest surface of one triangle the example gives $E_2=0.190$ eV, $E_3=0.247$ eV and a difference of 0.057 eV, 14\% below the nonadiabatic 0.067 eV. These are coincidence energies, not a theory of the adiabatic Hall rate.

\paragraph{Band motion.} Lattice overlap on the two sites of a bond reduces the coherent transfer to $J\exp[-(E_b/\omega)\coth\eta]=2.3\times10^{-9}$ eV at 500 K. The hopping width $\hbar w$ is $9.2\times10^{-6}$ eV, about 4000 times larger, so coherent motion is negligible here. Cooling reverses this order eventually, because the overlap tends to a constant while hopping freezes out.

\paragraph{Unequal sites.} If the third site is raised by $\Delta$, equation (\ref{p3}) gives
\begin{equation}
E_3(\Delta)=E_3+\frac{\Delta}{3}+\frac{\Delta^2}{6E_b},
\end{equation}
while the direct barrier stays fixed. For $\Delta=0.05$ eV, $E_3=0.284$ eV, and that triangle's difference $E_3-E_2$ rises from 0.067 to 0.084 eV. A disordered crystal requires an average over triangles, which is not computed here.

\paragraph{A real case.} The example borrows the geometry and spacing of the triangular cobalt planes of lithium cobalt oxide, where holes can form polarons. The binding energy and phonon energy are illustrative. The transfer $J$ is deliberately small, to keep hopping nonadiabatic, and may be well below the real one. With the other parameters unchanged, $J=0.03$ eV would already make the hopping prefactor about equal to the phonon frequency $\omega/2\pi$ at 500 K, and the formulas for the rates would no longer apply. The example is therefore not a prediction for this material. Real cobalt orbitals have directional transfers, which the single isotropic orbital omits; this affects the prefactors and the sign as well as the size of the Hall signal. Lithium vacancies supply holes but also make sites unequal, and an offset of 0.05 eV already changes the local Hall barrier by about a quarter. A measured Hall slope should therefore be multiplied by three, with the thermal correction of (\ref{slopes}), when there is separate evidence for small transfer, weak disorder and temperatures high enough for classical phonons. In the example at 500 K, quantum phonons still make this estimate of $E_2$ about 6\% too low, 0.188 instead of 0.200 eV. The conductivity slope cannot replace the drift slope unless the carrier density is constant over the temperature range. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Lattice constant a = 2.8 angstrom
Binding energy Eb = 0.400 eV
Transfer size J = 0.010 eV
Phonon energy = 0.050 eV
Two-site energy E2 = 0.2000 eV = 0.007350 hartree
Three-site energy E3 = 0.2667 eV = 0.009800 hartree
Ratio E3/E2 = 1.3333
Hall activation E3-E2 = 0.0667 eV = 0.002450 hartree
Hall/drift activation ratio = 0.3333
Elastic coupling 0.1: E2 = 0.2292 eV
Elastic coupling 0.1: triangle ratio = 1.3333
Elastic coupling 0.1: collinear ratio = 1.2966
Dynamics/formula, drift velocity = 1.0005
Dynamics/formula, Hall velocity = 0.9991
T = 400 K: kT = 0.03447 eV
  hopping rate w = 4.898e+09 1/s
  three-site rate gamma = 8.727e+07 1/s
  drift mobility = 1.671e-04 cm2/Vs
  Hall mobility = 1.061e-02 cm2/Vs
  Hall/drift mobility = 63.49
  quantum/classical: drift 1.338, Hall 1.072
T = 500 K: kT = 0.04309 eV
  hopping rate w = 1.398e+10 1/s
  three-site rate gamma = 3.280e+08 1/s
  drift mobility = 3.816e-04 cm2/Vs
  Hall mobility = 1.397e-02 cm2/Vs
  Hall/drift mobility = 36.61
  quantum/classical: drift 1.172, Hall 1.041
T = 600 K: kT = 0.05170 eV
  hopping rate w = 2.767e+10 1/s
  three-site rate gamma = 7.669e+08 1/s
  drift mobility = 6.293e-04 cm2/Vs
  Hall mobility = 1.651e-02 cm2/Vs
  Hall/drift mobility = 26.23
  quantum/classical: drift 1.102, Hall 1.027
Classical slopes at 500 K: drift 0.1354 eV, Hall 0.0451 eV
Classical slope ratio = 0.3333
Quantum slopes at 500 K: drift 0.1168 eV, Hall 0.0410 eV
Quantum slope ratio = 0.3510
Hop prefactor/phonon frequency at 500 K = 0.120
Adiabatic surface: E2 = 0.1898 eV, E3 = 0.2469 eV
Adiabatic surface: E3-E2 = 0.0572 eV
Narrowed transfer at 500 K = 2.26e-09 eV
Hopping width hbar*w at 500 K = 9.20e-06 eV
Third site raised by 0.05 eV: E3 = 0.2844 eV
Field 0.01 MV/cm: energy per step/kT at 500 K = 6.50e-03
Triangle flux phase at 1 T = 5.16e-05 rad
\end{verbatim}
